# Drude-Lorentz bath correlations and the Markovian correction for omitted Matsubara terms

## Problem

A system with Hamiltonian $H_S$ is coupled to a harmonic bath through $VX$. Here $V$ is a Hermitian system operator and $X$ is linear in the bath coordinates, with zero mean. At $t=0$ the state is a product $\rho(0)\otimes\rho_B$, with the bath thermal at inverse temperature $\beta=1/kT$. Atomic units are used in the algebra, so $\hbar=1$. Any counterterm proportional to $V^2$ is included in $H_S$. The spectral density is

$$J(\omega)=\frac{2\lambda\gamma\,\omega}{\omega^2+\gamma^2},$$

and the bath correlation function $C(t)=\langle X(t)X(0)\rangle$ is

$$C(t)=\frac1\pi\int_0^\infty d\omega\,J(\omega)\left[\coth\frac{\beta\omega}{2}\cos\omega t-i\sin\omega t\right].$$

(a) Write $C(t)$ for $t>0$ as a sum of exponentials.

(b) A hierarchy of equations of motion can carry the memory of only a few exponentials. Find the equations that result when the bath terms left out of the memory decay fast compared with the motion of the system.

(c) Apply the result to $H_S=\tfrac12(0.02\text{ eV})(\sigma_z+\sigma_x)$, $V=\sigma_z/2$, $\lambda=\gamma=0.02$ eV and $kT=0.01$ eV. These are round model parameters.

## A tempting solution

**One integral over the whole axis.** Writing the cosine and sine as exponentials turns the bracket into

$$\tfrac12\left(\coth\tfrac{\beta\omega}2+1\right)e^{-i\omega t}+\tfrac12\left(\coth\tfrac{\beta\omega}2-1\right)e^{i\omega t}
=\frac{e^{-i\omega t}}{1-e^{-\beta\omega}}+\frac{e^{i\omega t}}{e^{\beta\omega}-1}.$$

In the second term substitute $\omega\to-\omega$ and use $J(-\omega)=-J(\omega)$. It becomes the first integrand on the negative axis, so

$$C(t)=\frac1\pi\int_{-\infty}^{\infty}d\omega\,\frac{J(\omega)\,e^{-i\omega t}}{1-e^{-\beta\omega}}.$$

The origin is not a pole, because the zero of $J$ cancels that of the denominator.

**Closing the contour.** For $t>0$ the factor $e^{-i\omega t}$ decays in the lower half plane. Close the contour there with arcs of radius $(2M+1)\pi/\beta$, which pass midway between the poles of the thermal factor. On these arcs the thermal factor stays bounded and $J$ falls as $1/|\omega|$, so by Jordan's lemma the arcs contribute nothing as $M\to\infty$. The contour runs clockwise, hence

$$C(t)=\frac1\pi(-2\pi i)\sum\text{Res}=-2i\sum\text{Res}.$$

**The pole of $J$.** At $\omega=-i\gamma$ the residue of $J$ is $2\lambda\gamma(-i\gamma)/(-2i\gamma)=\lambda\gamma$. With $\theta=\beta\gamma/2$, the thermal factor there obeys

$$\frac{2}{1-e^{2i\theta}}=\frac{2}{-2i\,e^{i\theta}\sin\theta}=\frac{i\,e^{-i\theta}}{\sin\theta}=1+i\cot\theta .$$

The coefficient of $e^{-\gamma t}$ is therefore $-i\lambda\gamma(1+i\cot\theta)$, that is,

$$c_0=\lambda\gamma\left[\cot\frac{\beta\gamma}{2}-i\right].$$

**The thermal poles.** At $\omega=-i\nu_k$, with $\nu_k=2\pi k/\beta$ and $k\ge1$, the derivative of $1-e^{-\beta\omega}$ is $\beta$, so the thermal factor has residue $1/\beta$. Also $J(-i\nu_k)=-2i\lambda\gamma\nu_k/(\gamma^2-\nu_k^2)=2i\lambda\gamma\nu_k/(\nu_k^2-\gamma^2)$. Multiplying by $-2i/\beta$ gives

$$c_k=\frac{4\lambda\gamma}{\beta}\,\frac{\nu_k}{\nu_k^2-\gamma^2},\qquad
C(t)=c_0e^{-\gamma t}+\sum_{k\ge1}c_k e^{-\nu_k t}.$$

**The last step.** In the example the level splitting is $W=\sqrt{0.02^2+0.02^2}=0.0283$ eV, while $\nu_1=0.0628$ eV and the higher $\nu_k$ are larger still. The Matsubara terms die out before the system has moved much, so one drops them and keeps $C(t)\approx c_0e^{-\gamma t}$.

## Where it fails

The expansion is right; the last step is not. A weak-coupling steady state shows this.

To leading order in $\lambda$, the rates between the two eigenstates of $H_S$ are proportional to $\int_{-\infty}^{\infty}C(t)e^{\pm iWt}dt$, with the upper sign for the downward transition. Since $C(-t)=C(t)^*$, this integral is $2\,\text{Re}\int_0^\infty C(t)e^{\pm iWt}dt$. Every $c_k$ with $k\ge1$ is real, so $\text{Im}\,C(t)=-\lambda\gamma e^{-\gamma t}$, and

$$\text{rates}\;\propto\;2N\pm2\lambda\gamma\frac{W}{\gamma^2+W^2}=2N\pm J(W),\qquad N=\int_0^\infty \text{Re}\,C(t)\cos Wt\,dt .$$

The steady population of the upper level is the upward rate divided by the sum of both:

$$p=\frac12\left[1-\frac{J(W)}{2N}\right].$$

With the complete $C$, inverting the cosine transform in its definition gives $N=\tfrac12J(W)\coth(\beta W/2)$. Then $p=\tfrac12[1-\tanh(\beta W/2)]$, the Gibbs value, here 0.056.

With $c_0$ alone, $N=\text{Re}\,c_0\,\gamma/(\gamma^2+W^2)$. The common factor $\lambda$ cancels in $p$, so the coefficients may be taken at $\lambda=0.02$ eV, where $\text{Re}\,c_0=2.568\times10^{-4}$ eV²:

$$N=\frac{2.568\times10^{-4}\times0.02}{1.2\times10^{-3}}=0.00428\text{ eV},\qquad
\frac{J(W)}2=\frac{4\times10^{-4}\times0.0283}{1.2\times10^{-3}}=0.00943\text{ eV}.$$

The ratio is 2.20 and $p=-0.60$, a negative population.

The term $c_0$ carries the whole dissipative part of $C$, but only a part of the fluctuations. When $\nu_1>\gamma$, as here, every $c_k$ with $k\ge1$ is positive, so dropping the Matsubara terms removes noise and leaves friction untouched. Fast decay does not make a term negligible: what a slow system feels is the area $\int_0^\infty c_ke^{-\nu_kt}dt=c_k/\nu_k$. For $k=1$ this is $2.834\times10^{-4}/0.0628=0.0045$ eV, as large as the noise $N=0.00428$ eV that the $c_0$ term supplies at the splitting $W$.

## Right solution

### (a) The expansion and its limits

The sum of exponentials found above holds for $t>0$ and $\beta\gamma\ne2\pi m$ with integer $m\geq 1$. At large $k$, $c_k$ falls as $1/k$, so $\text{Re}\,C$ diverges logarithmically as $t\to0$. The areas $c_k/\nu_k$ fall as $1/k^2$ and have a finite sum.

If $\gamma$ approaches some $\nu_m$, two poles merge and both $\text{Re}\,c_0$ and $c_m$ diverge. Their sum does not. Put $\gamma=\nu_m+\delta$. Then $\cot(\beta\gamma/2)=2/(\beta\delta)+O(\delta)$, and

$$c_m=-\frac{2\lambda\gamma}{\beta\delta}\,\frac{2\nu_m}{2\nu_m+\delta}=-\frac{2\lambda\gamma}{\beta\delta}\left(1-\frac{\delta}{2\nu_m}+\dots\right).$$

With $e^{-\gamma t}=e^{-\nu_mt}(1-\delta t+\dots)$, the pair becomes

$$\frac{2\lambda\gamma}{\beta\delta}\left[(1-\delta t)-\left(1-\frac{\delta}{2\nu_m}\right)\right]e^{-\nu_mt}\;\to\;\frac{\lambda}{\beta}(1-2\gamma t)\,e^{-\gamma t}.$$

### (b) The omitted terms as a local operator

**Reduced dynamics.** Define $V^\times\rho=[V,\rho]$, and let $V(s)$ be in the interaction picture of $H_S$. At second order in the coupling, tracing out the bath gives

$$-\int_0^t ds\int_0^s du\,V^\times(s)\left[C(s-u)V(u)\rho-C^*(s-u)\rho V(u)\right].$$

The bath is Gaussian with zero mean, so its higher cumulants vanish and the reduced state is the time-ordered exponential of this expression. A term with real $c_k$ multiplies $V(u)\rho-\rho V(u)$, so it adds to the exponent

$$-\int_0^tds\,V^\times(s)\int_0^sdu\,c_ke^{-\nu_k(s-u)}V^\times(u).$$

**Fast terms.** Since $e^{-\nu_k(s-u)}=\frac{d}{du}\left[e^{-\nu_k(s-u)}/\nu_k\right]$, integration by parts gives

$$\int_0^sdu\,c_ke^{-\nu_k(s-u)}V^\times(u)=\frac{c_k}{\nu_k}\left[V^\times(s)-e^{-\nu_ks}V^\times(0)-\int_0^sdu\,e^{-\nu_k(s-u)}\frac{dV^\times(u)}{du}\right].$$

The second term is a transient of duration about $1/\nu_k$. The third is small if the system changes little during $1/\nu_k$, both by its own motion and under the action of the bath. Keep the first term for every $k>K$. The exponent then contains $-\Delta_K\int_0^tds\,V^\times(s)V^\times(s)$, with

$$\Delta_K=\sum_{k>K}\frac{c_k}{\nu_k}.$$

Its time derivative is the local term $-\Delta_K[V,[V,\rho]]$. This is the Ishizaki-Tanimura correction.

**Hierarchy.** For the retained terms $k=0,\dots,K$, with $\nu_0=\gamma$, define the superoperators

$$\Theta_k(t)\rho=-i\int_0^tdu\,e^{-\nu_k(t-u)}\left[c_kV(u)\rho-c_k^*\rho V(u)\right].$$

Let $\rho_{\mathbf n}$ be the time-ordered product of $\prod_k\Theta_k^{n_k}$ and the exponential, acting on $\rho(0)$; $\rho_{\mathbf 0}$ is the physical state. Differentiating the exponential gives $-iV^\times\sum_k\Theta_k-\Delta_KV^\times V^\times$. Differentiating $\Theta_k$ gives $-\nu_k\Theta_k$ and the boundary term at $u=t$. Back in the Schrödinger picture,

$$\begin{aligned}\dot\rho_{\mathbf n}=&-i[H_S,\rho_{\mathbf n}]-\sum_kn_k\nu_k\,\rho_{\mathbf n}-\Delta_K[V,[V,\rho_{\mathbf n}]]\\&-i\sum_k[V,\rho_{\mathbf n+\mathbf e_k}]-i\sum_kn_k\left(c_kV\rho_{\mathbf n-\mathbf e_k}-c_k^*\rho_{\mathbf n-\mathbf e_k}V\right),\end{aligned}$$

where $\mathbf e_k$ raises $n_k$ by one. The correction acts on every member of the hierarchy because the exponential stands in each of them.

**Closed form.** The infinite sum follows from the noise at zero frequency. The inverted cosine transform, taken for $W\to0$, gives

$$\int_0^\infty\text{Re}\,C\,dt=\lim_{\omega\to0}\frac12\,\frac{2\lambda\omega}{\gamma}\,\frac{2}{\beta\omega}=\frac{2\lambda}{\beta\gamma}.$$

Integrating the exponentials term by term gives $\lambda\cot(\beta\gamma/2)+\sum_{k\ge1}c_k/\nu_k$ for the same quantity. Hence

$$\boxed{\Delta_K=\frac{2\lambda}{\beta\gamma}-\lambda\cot\frac{\beta\gamma}{2}-\sum_{k=1}^{K}\frac{c_k}{\nu_k}}$$

The correction thus restores the full zero-frequency noise at any $K$, for $\beta\gamma\ne2\pi m$. If $\gamma$ approaches an omitted $\nu_m$, $\Delta_K$ diverges; that term is no faster than the retained one and belongs in the memory.

If $\nu_{K+1}>\gamma$, all omitted $c_k$ are positive and so is $\Delta_K$. Otherwise the sign is not assured, and a negative $\Delta_K$ would amplify coherences; $K$ should then be raised. At high temperature, $\cot x\approx1/x-x/3$ gives $\Delta_0\approx\lambda\beta\gamma/6$, which vanishes as $\beta\to0$. At low temperature the $\nu_k$ move down towards the system frequencies, and more of them must be kept as memory terms.

**Error when $V$ commutes with $H_S$.** Then $V^\times$ is constant in time. On a coherence between eigenvalues $v_1$ and $v_2$ of $V$ it equals $v_1-v_2$. An omitted term should contribute to the exponent $-(v_1-v_2)^2$ times

$$\int_0^tds\int_0^sdu\,c_ke^{-\nu_k(s-u)}=\frac{c_k}{\nu_k}t-\frac{c_k}{\nu_k^2}\left(1-e^{-\nu_kt}\right).$$

The correction keeps the first part. After the transient, and for $\nu_{K+1}>\gamma$ so that $S_K>0$, the computed coherence is too small by the factor $e^{-(v_1-v_2)^2S_K}$, with $S_K=\sum_{k>K}c_k/\nu_k^2$. The dephasing rate is right; an offset builds up during the initial transient and then stays constant.

**Error when the system moves.** At weak coupling, an omitted term should supply the noise $c_k\nu_k/(\nu_k^2+W^2)$ at the splitting $W$, but the correction supplies $c_k/\nu_k$. The excess, relative to the latter, is $W^2/(\nu_k^2+W^2)$. When $\nu_{K+1}>\gamma$, so that all omitted $c_k$ are positive, a corrected hierarchy at weak coupling is therefore too noisy, and its steady state too hot.

### (c) The example

Here $\beta\gamma=2$ and $\lambda\gamma=4\times10^{-4}$ eV², so $\cot1=2.568/4=0.642$. The corrections are

$$\Delta_0=0.0200-0.02\times0.642=0.0072\text{ eV},\qquad\Delta_1=0.0072-0.0045=0.0026\text{ eV},$$

where the last figure is rounded from the unrounded terms. In units of rate, $\Delta_0/\hbar=0.0109$ fs⁻¹.

**Weak coupling.** Adding $\Delta_0$ to the noise found earlier gives $N=0.00428+0.00716=0.01144$ eV. The ratio $J(W)/(2N)$ falls to $0.00943/0.01144=0.824$, and $p=0.088$. The population is positive again, though above the Gibbs value 0.056, as the excess noise requires. With $K=8$ and the correction, the hierarchy at $\lambda=10^{-5}$ eV gives 0.056. The Gibbs value of $H_S$ is the target only at such weak coupling; at $\lambda=0.02$ eV the steady population is about 0.08.

**Pure dephasing.** Remove the $\sigma_x$ term, so that $V$ commutes with $H_S$ and $(v_1-v_2)^2=1$. After 100 fs the relative coherence is 0.0961 by direct frequency integration and 0.0949 from the corrected hierarchy with $K=1$. The logarithm of their ratio is 0.0133, equal to the predicted $S_1$.

**Full problem.** At $\lambda=0.02$ eV the system starts in the state with $\sigma_z=+1$ and is followed for 300 fs. The reference is a corrected hierarchy with $K=4$, which still treats the terms $k>4$ as local. It is not exact: its own error is several times $10^{-4}$, larger than the corrected $K=3$ entry below. The corrected entries therefore measure the change on going to $K=4$ and understate the full error by up to about $5\times10^{-4}$. Against $K=16$ they become 0.028, 0.0040, 0.0015 and 0.0008, so the tabulated ones should not be read as a rate of convergence. Every hierarchy is cut at $\sum_kn_k\le9$; for the corrected $K=1$ run, raising this depth to 12 changes the trajectory by a trace distance of $3.4\times10^{-9}$. The table gives the largest trace distance to the reference over times 10 fs apart, that is, half the sum of the absolute eigenvalues of the difference of the density matrices.

| $K$ | with correction | without |
|---|---|---|
| 0 | 0.027 | 0.162 |
| 1 | 0.0037 | 0.060 |
| 2 | 0.0011 | 0.036 |
| 3 | 0.0003 | 0.026 |

With the correction and no Matsubara memory at all, the error is about that of three Matsubara terms without it. At 300 fs the population of the initial state is 0.217 in the reference, 0.230 for $K=0$ with the correction and 0.099 without. The uncorrected $K=0$ density matrix also has an eigenvalue of $-0.023$ at 300 fs, still falling towards a steady value near $-0.26$, so the loss of positivity found at weak coupling appears at this coupling too.

The numerical check compares the expansion with direct quadrature, including the merged case $\gamma=\nu_1$, and tests $\Delta_K$ against the explicit sum of the omitted terms.

## Calculated quantities

```
lambda = 0.02 eV, gamma = 0.02 eV, kT = 0.01 eV
bias = 0.02 eV, tunnelling = 0.02 eV
beta*gamma = 2.0000
c_0 = 2.568370e-04 + i(-4.000000e-04) eV^2
C at gamma*t=0.3: series 3.277583e-04 -2.963273e-04i, integral 3.277583e-04 -2.963273e-04i eV^2
C at gamma*t=1.0: series 1.069812e-04 -1.471518e-04i, integral 1.069812e-04 -1.471518e-04i eV^2
C at gamma*t=3.0: series 1.281003e-05 -1.991483e-05i, integral 1.281003e-05 -1.991483e-05i eV^2
merged poles, gamma = 0.062832 eV: largest error 4.8e-14 eV^2
K=0: Delta_K = 0.007158 eV, S_K = 0.085056; next nu = 0.062832 eV, c = 2.833581e-04 eV^2
K=1: Delta_K = 0.002648 eV, S_K = 0.013280; next nu = 0.125664 eV, c = 1.306329e-04 eV^2
K=2: Delta_K = 0.001609 eV, S_K = 0.005008; next nu = 0.188496 eV, c = 8.584912e-05 eV^2
K=3: Delta_K = 0.001153 eV, S_K = 0.002592; next nu = 0.251327 eV, c = 6.406769e-05 eV^2
Delta_0/hbar = 0.010875 1/fs
integral of Re C: slope 0.0200000, formula 0.0200000 eV
relative coherence at 100 fs: integral 0.096121, hierarchy K=1 0.094853
log of their ratio 0.013280, predicted S_1 0.013280
K=0: largest trace distance to reference: with 0.027458, without 0.161818
K=1: largest trace distance to reference: with 0.003654, without 0.060196
K=2: largest trace distance to reference: with 0.001064, without 0.036349
K=3: largest trace distance to reference: with 0.000320, without 0.025987
depth 9 against 12 at K=1: trace distance 3.4e-09
population at 50 fs: reference 0.64782, K=0 with 0.66311, K=0 without 0.61532
population at 100 fs: reference 0.42001, K=0 with 0.43141, K=0 without 0.38714
population at 200 fs: reference 0.28683, K=0 with 0.29742, K=0 without 0.21619
population at 300 fs: reference 0.21709, K=0 with 0.22977, K=0 without 0.09900
lowest eigenvalue of rho, K=0 with correction: 0.00000
lowest eigenvalue of rho, K=0 without correction: -0.02297
level splitting 0.028284 eV, weak lambda = 1e-05 eV
Gibbs upper-level population 0.05581
steady upper population, K=8, with correction: hierarchy 0.05584, noise ratio 0.05583
steady upper population, K=0, with correction: hierarchy 0.08790, noise ratio 0.08789
steady upper population, K=0, without correction: hierarchy -0.60083, noise ratio -0.60125
```
